# How large are field, fine and hyperfine energies in hydrogen?: verification in Python

```python
# RESULT UNDER TEST
# Atomic units of field: F0 = E_h/(e a0), B0 = hbar/(e a0^2).
# Largest shifts of hydrogen sublevels, each term acting alone (Hartree units):
#   n=1: fine alpha^2/8, Zeeman B/2, hyperfine 3A/4, Stark 9F^2/4, diamagnetic B^2/4
#   n=2: Stark 3F, Zeeman B, fine 5 alpha^2/128, hyperfine 3A/32, diamagnetic 7B^2/2
# F, B: electric and magnetic field; alpha: fine-structure constant;
# A = (4/3) g_p (m_e/m_p) alpha^2: hyperfine constant of 1s (term A S.I).
# Fixed point proton, electron g = 2, no Lamb shift.
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import roots_laguerre, eval_genlaguerre
from sympy.physics.matrices import msigma

table = const.physical_constants
alpha = const.fine_structure


def close(value, reference, rel):
    return abs(value - reference) <= rel * abs(reference)


# ---------- field units from e, hbar, m_e, epsilon_0 ----------
e, hbar, m_e, eps0 = const.e, const.hbar, const.m_e, const.epsilon_0
a0 = 4 * np.pi * eps0 * hbar**2 / (m_e * e**2)
hartree = hbar**2 / (m_e * a0**2)
F0 = hartree / (e * a0)
B0 = hbar / (e * a0**2)
assert close(F0, table['atomic unit of electric field'][0], 1e-7)
assert close(B0, table['atomic unit of mag. flux density'][0], 1e-7)
assert close(e / (4 * np.pi * eps0 * a0**2), F0, 1e-7)  # Coulomb field at a0
assert close(alpha * const.c * B0, F0, 1e-7)            # equal forces at v = alpha c
F_SI, B_SI = 1.0e6, 1.0                                 # 10 kV/cm and 1 T
F, B = F_SI / F0, B_SI / B0

# ---------- Pauli Hamiltonian expanded on an arbitrary spinor ----------
X, Y, Z, b = sp.symbols('x y z b', real=True)
coords = (X, Y, Z)
potential = (-b * Y / 2, b * X / 2, 0)
spinor = sp.Matrix([sp.Function('f')(*coords), sp.Function('g')(*coords)])


def sigma_dot_pi(s):
    total = sp.zeros(2, 1)
    for i in range(3):
        pi_s = s.applyfunc(lambda q: -sp.I * sp.diff(q, coords[i]) + potential[i] * q)
        total += msigma(i + 1) * pi_s
    return total


left = sigma_dot_pi(sigma_dot_pi(spinor)) / 2
kinetic = spinor.applyfunc(lambda q: -sum(sp.diff(q, s, 2) for s in coords) / 2)
L_z = spinor.applyfunc(lambda q: -sp.I * (X * sp.diff(q, Y) - Y * sp.diff(q, X)))
right = kinetic + b / 2 * (L_z + msigma(3) * spinor) + b**2 / 8 * (X**2 + Y**2) * spinor
assert (left - right).applyfunc(sp.expand) == sp.zeros(2, 1)

# ---------- radial Laguerre basis on Gauss-Laguerre nodes ----------
DECAY, N_RADIAL = 0.7, 14
nodes, weights = roots_laguerre(40)
r = nodes / (2 * DECAY)
rc = r[:, None]
root_weight = np.sqrt(weights / (2 * DECAY)) * np.exp(nodes / 2)


def radial_basis(l):
    """Orthonormal u_k(r) and du_k/dr, each times the root of the weight."""
    u, du = [], []
    shape = r**(l + 1) * np.sqrt(weights / (2 * DECAY))
    for k in range(N_RADIAL):
        poly = eval_genlaguerre(k, 2 * l + 2, nodes)
        slope = -eval_genlaguerre(k - 1, 2 * l + 3, nodes) if k else 0 * nodes
        value = shape * poly
        deriv = shape * (((l + 1) / r - DECAY) * poly + 2 * DECAY * slope)
        norm = np.linalg.norm(value)
        u.append(value / norm)
        du.append(deriv / norm)
    return np.array(u).T, np.array(du).T


def field_free(l):
    u, du = radial_basis(l)
    return du.T @ du / 2 + u.T @ ((l * (l + 1) / (2 * rc**2) - 1 / rc) * u)


def levels(m, f, bz, l_max=3):
    """Levels with f*z and bz^2 (x^2+y^2)/8, without the Zeeman term."""
    ls = list(range(abs(m), l_max + 1))
    n = len(ls)
    cosine = np.zeros((n + 1, n + 1))
    for i, l in enumerate(ls):
        c = np.sqrt(((l + 1)**2 - m**2) / ((2 * l + 1) * (2 * l + 3)))
        cosine[i, i + 1] = cosine[i + 1, i] = c
    sine2 = np.eye(n + 1) - cosine @ cosine
    u = [radial_basis(l)[0] for l in ls]
    blocks = [[f * cosine[i, j] * u[i].T @ (rc * u[j])
               + bz**2 / 8 * sine2[i, j] * u[i].T @ (rc**2 * u[j])
               + (field_free(ls[i]) if i == j else 0)
               for j in range(n)] for i in range(n)]
    return np.linalg.eigvalsh(np.block(blocks))


free = levels(0, 0, 0)
assert abs(free[0] + 0.5) < 1e-9 and np.allclose(free[1:3], -0.125, atol=1e-9)

# ---------- Stark and diamagnetic coefficients at finite field ----------
stark_1 = (levels(0, 1e-3, 0)[0] - free[0]) / 1e-3**2
stark_1_double = (levels(0, 2e-3, 0)[0] - free[0]) / 2e-3**2
assert close(stark_1_double, stark_1, 1e-3)             # shift is quadratic
pair = levels(0, 1e-4, 0)[1:3]
stark_2 = (pair[1] - pair[0]) / 2 / 1e-4
dia_1 = (levels(0, 0, 5e-3)[0] - free[0]) / 5e-3**2
dia_2p0, dia_2s = (levels(0, 0, 1e-3)[1:3] + 0.125) / 1e-3**2
dia_2p1 = (levels(1, 0, 1e-3)[0] + 0.125) / 1e-3**2
assert close(dia_2p0, 1.5, 1e-3) and close(dia_2p1, 3.0, 1e-3)

# ---------- 1s diamagnetism in the gauge A = (-B y, 0, 0) ----------
orbital = 2 * r * np.exp(-r) * root_weight              # radial 1s function
landau_first = np.sum(orbital**2 * r**2) / 3 / 2        # <y^2>/2
# A.p acting on 1s gives a d wave of size B (xy/r) psi; mean of (xy/r^2)^2 is 1/15
source = radial_basis(2)[0].T @ (r * orbital)
response = np.linalg.solve(field_free(2) + 0.5 * np.eye(N_RADIAL), source)
landau_second = -(source @ response) / 15
assert close(landau_first + landau_second, dia_1, 1e-3)
assert close(landau_second, -0.25, 1e-6)

# ---------- fine structure: projected formula against the Dirac equation ----------
s = sp.symbols('s', positive=True)


def integral(expr):
    return sp.integrate(sp.expand(expr), (s, 0, sp.oo))


f1s = sp.exp(-s)
f2s = (1 - s / 2) * sp.exp(-s / 2)
f2p = sp.exp(-s / 2)
half, eighth = sp.Rational(1, 2), sp.Rational(1, 8)
# size of sigma.p phi, size of phi, unperturbed energy
states = {'1s': (sp.diff(f1s, s), f1s, -half),
          '2s': (sp.diff(f2s, s), f2s, -eighth),
          '2p1/2': (3 * f2p + s * sp.diff(f2p, s), s * f2p, -eighth),
          '2p3/2': (s * sp.diff(f2p, s), s * f2p, -eighth)}
fine = {}
for name, (amp, phi, energy) in states.items():
    top = integral(amp**2 * (energy * s**2 + s))
    fine[name] = float(-top / (4 * integral(phi**2 * s**2)))


def dirac_levels(l, kappa):
    """Bound levels of the radial Dirac Hamiltonian, rest energy removed."""
    c = 1 / alpha
    u, du = radial_basis(l)
    raised = du + kappa * u / rc
    small, _ = np.linalg.qr(raised)
    coupling = c * small.T @ raised
    lower = -small.T @ (small / rc) - 2 * c**2 * np.eye(N_RADIAL)
    H = np.block([[-u.T @ (u / rc), coupling.T], [coupling, lower]])
    energies = np.linalg.eigvalsh(H)
    return energies[energies > -c**2]


dirac_s = dirac_levels(0, -1)
dirac = {'1s': dirac_s[0] + 0.5, '2s': dirac_s[1] + 0.125,
         '2p1/2': dirac_levels(1, 1)[0] + 0.125,
         '2p3/2': dirac_levels(1, -2)[0] + 0.125}
for name in fine:
    assert close(dirac[name], fine[name] * alpha**2, 2e-3), name
fine_split = dirac['2p3/2'] - dirac['2p1/2']
assert close(fine_split, alpha**2 / 32, 2e-3)

# ---------- hyperfine: Biot-Savart field of the 1s spin at the proton ----------
mu_B = table['Bohr magneton'][0]


def magnetization(x, z):                                # A/m, lengths in a0
    return mu_B * np.exp(-2 * np.sqrt(x**2 + z**2)) / (np.pi * a0**3)


cos_t, w_t = np.polynomial.legendre.leggauss(20)
x_pt = rc * np.sqrt(1 - cos_t**2)
z_pt = rc * cos_t
h = 1e-4
current = -(magnetization(x_pt + h, z_pt) - magnetization(x_pt - h, z_pt)) / (2 * h)
integrand = current * x_pt / rc**3 * 2 * np.pi * rc**2
B_proton = const.mu_0 / (4 * np.pi) * np.sum(root_weight[:, None]**2 * w_t * integrand)
assert close(B_proton, 2 / 3 * const.mu_0 * magnetization(0.0, 0.0), 1e-4)
A_numeric = 4 * table['proton mag. mom.'][0] * B_proton / hartree
g_p = table['proton g factor'][0]
A_hf = 4 / 3 * g_p / table['proton-electron mass ratio'][0] * alpha**2
assert close(A_numeric, A_hf, 1e-4)
spin = [np.array(msigma(i).tolist(), dtype=complex) / 2 for i in (1, 2, 3)]
spin_eigs = np.linalg.eigvalsh(sum(np.kron(q, q) for q in spin))
spin_max = np.max(np.abs(spin_eigs))
assert close(spin_eigs[-1] - spin_eigs[0], 1.0, 1e-12)
density_ratio = float(integral(f1s**2 * s**2) / integral(f2s**2 * s**2))

# ---------- ranking: numerical sizes against formulas ----------
zeeman = mu_B * B_SI / hartree
numeric = {1: {'fine structure': abs(dirac['1s']), 'Zeeman': zeeman,
               'hyperfine': spin_max * A_numeric, 'Stark': abs(stark_1) * F**2,
               'diamagnetic': dia_1 * B**2},
           2: {'Stark': stark_2 * F, 'Zeeman': 2 * zeeman,
               'fine structure': max(abs(dirac[k]) for k in ('2s', '2p1/2', '2p3/2')),
               'hyperfine': spin_max * A_numeric * density_ratio,
               'diamagnetic': max(dia_2s, dia_2p0, dia_2p1) * B**2}}
formula = {1: {'fine structure': alpha**2 / 8, 'Zeeman': B / 2,
               'hyperfine': 3 * A_hf / 4, 'Stark': 9 * F**2 / 4,
               'diamagnetic': B**2 / 4},
           2: {'Stark': 3 * F, 'Zeeman': B, 'fine structure': 5 * alpha**2 / 128,
               'hyperfine': 3 * A_hf / 32, 'diamagnetic': 7 * B**2 / 2}}
claimed = {1: ['fine structure', 'Zeeman', 'hyperfine', 'Stark', 'diamagnetic'],
           2: ['Stark', 'Zeeman', 'fine structure', 'hyperfine', 'diamagnetic']}
for n in (1, 2):
    for name in claimed[n]:
        assert close(numeric[n][name], formula[n][name], 2e-3), (n, name)
    assert sorted(numeric[n], key=numeric[n].get, reverse=True) == claimed[n]
splittings = {'Stark': 2 * stark_2 * F, 'Zeeman': 4 * zeeman,
              'fine structure': fine_split, 'hyperfine 2s': A_numeric * density_ratio,
              'diamagnetic': (dia_2s - dia_2p0) * B**2}
sizes = list(splittings.values())
assert sizes == sorted(sizes, reverse=True)
ratio = numeric[1]['Stark'] / numeric[1]['diamagnetic']
assert close(ratio, 9 * (F / B)**2, 2e-3)

# ---------- output ----------
print(f"Bohr radius a0 = {a0:.5e} m")
print(f"Hartree energy E_h = {hartree:.5e} J")
print(f"electric field unit F0 = {F0:.5e} V/m")
print(f"magnetic field unit B0 = {B0:.5e} T")
print(f"other convention, F0/c = {F0 / const.c:.1f} T")
print(f"fine-structure constant alpha = {alpha:.6e}")
print(f"alpha^2 = {alpha**2:.5e}")
print(f"proton g factor = {g_p:.5f}")
print(f"proton/electron mass ratio = {table['proton-electron mass ratio'][0]:.3f}")
print(f"laboratory fields: {F_SI:.1e} V/m and {B_SI:.1f} T")
print(f"F = {F:.4e} a.u., B = {B:.4e} a.u.")
print(f"1s Stark coefficient, diagonalized = {stark_1:.4f} F^2")
print(f"n=2 Stark coefficient, diagonalized = {stark_2:.4f} F")
print(f"1s diamagnetic coefficient, diagonalized = {dia_1:.4f} B^2")
print(f"2s, 2p0, 2p+-1 diamagnetic = {dia_2s:.4f}, {dia_2p0:.4f}, {dia_2p1:.4f} B^2")
print(f"Landau gauge 1s: A^2 term {landau_first:.4f} B^2")
print(f"Landau gauge 1s: second-order A.p term {landau_second:.4f} B^2")
print(f"Landau gauge 1s: sum {landau_first + landau_second:.4f} B^2")
for name in fine:
    print(f"Dirac shift {name}: {dirac[name]:.4e} E_h = {dirac[name] / alpha**2:.6f} alpha^2")
print(f"field of 1s electron spin at proton = {B_proton:.2f} T")
print(f"1s hyperfine constant (splitting) A = {A_hf:.4e} E_h")
for n in (1, 2):
    print(f"ranking by largest shift, n={n}:")
    for name in claimed[n]:
        size = formula[n][name]
        print(f"  {name}: {size:.3e} E_h = {size * hartree / e:.3e} eV")
print("n=2 splittings, each term alone:")
for name, size in splittings.items():
    print(f"  {name}: {size:.3e} E_h")
print(f"1s ratio Stark/diamagnetic = {ratio:.3f}")
print("all tests passed")
```

Running it gives:

```
Bohr radius a0 = 5.29177e-11 m
Hartree energy E_h = 4.35974e-18 J
electric field unit F0 = 5.14221e+11 V/m
magnetic field unit B0 = 2.35052e+05 T
other convention, F0/c = 1715.3 T
fine-structure constant alpha = 7.297353e-03
alpha^2 = 5.32514e-05
proton g factor = 5.58569
proton/electron mass ratio = 1836.153
laboratory fields: 1.0e+06 V/m and 1.0 T
F = 1.9447e-06 a.u., B = 4.2544e-06 a.u.
1s Stark coefficient, diagonalized = -2.2501 F^2
n=2 Stark coefficient, diagonalized = 3.0000 F
1s diamagnetic coefficient, diagonalized = 0.2500 B^2
2s, 2p0, 2p+-1 diamagnetic = 3.4998, 1.5000, 2.9999 B^2
Landau gauge 1s: A^2 term 0.5000 B^2
Landau gauge 1s: second-order A.p term -0.2500 B^2
Landau gauge 1s: sum 0.2500 B^2
Dirac shift 1s: -6.6566e-06 E_h = -0.125003 alpha^2
Dirac shift 2s: -2.0802e-06 E_h = -0.039064 alpha^2
Dirac shift 2p1/2: -2.0802e-06 E_h = -0.039064 alpha^2
Dirac shift 2p3/2: -4.1603e-07 E_h = -0.007813 alpha^2
field of 1s electron spin at proton = 16.69 T
1s hyperfine constant (splitting) A = 2.1599e-07 E_h
ranking by largest shift, n=1:
  fine structure: 6.656e-06 E_h = 1.811e-04 eV
  Zeeman: 2.127e-06 E_h = 5.788e-05 eV
  hyperfine: 1.620e-07 E_h = 4.408e-06 eV
  Stark: 8.509e-12 E_h = 2.315e-10 eV
  diamagnetic: 4.525e-12 E_h = 1.231e-10 eV
ranking by largest shift, n=2:
  Stark: 5.834e-06 E_h = 1.588e-04 eV
  Zeeman: 4.254e-06 E_h = 1.158e-04 eV
  fine structure: 2.080e-06 E_h = 5.660e-05 eV
  hyperfine: 2.025e-08 E_h = 5.510e-07 eV
  diamagnetic: 6.335e-11 E_h = 1.724e-09 eV
n=2 splittings, each term alone:
  Stark: 1.167e-05 E_h
  Zeeman: 8.509e-06 E_h
  fine structure: 1.664e-06 E_h
  hyperfine 2s: 2.700e-08 E_h
  diamagnetic: 3.620e-11 E_h
1s ratio Stark/diamagnetic = 1.881
all tests passed
```
